# Screened Interaction in a Polarizable Monolayer near a Metal, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the layered Poisson equation to the long-distance tail

**Q:** A monolayer already screens in an unusual way, because its field lines escape into the space around it. A nearby metal screens too. Why not take the monolayer's interaction and multiply it by a factor for the metal?

**A:** Because the two responses act on each other. The metal's induced charge polarizes the monolayer, and the monolayer's induced charge has an image in the metal. Both must be found from one electrostatic problem.

Let the monolayer be a sheet of zero thickness at $z=0$. Above it is a medium of permittivity $\varepsilon_t$. Below it is a spacer of permittivity $\varepsilon_b$ and thickness $d$, which ends at a grounded ideal metal at $z=-d$. All responses are linear, static and local, and the system is uniform along the plane. The sheet has no free carriers. I use Hartree atomic units, in which two unit charges in vacuum interact with energy $1/r$ and Poisson's equation reads $\nabla\cdot(\varepsilon\nabla\phi)=-4\pi\rho$.

Let $W(r)$ be the potential at in-plane distance $r$ from a unit charge in the sheet, with every induced charge included. A second unit charge of the same sign then has interaction energy $W(r)$ with the first, and an electron and a hole have $-W(r)$. Each charge also has an energy of its own due to the polarization it causes. That energy does not depend on $r$ and is not part of $W$.

**Q:** How does a sheet without thickness enter Poisson's equation? A permittivity needs a volume.

**A:** It enters through its polarizability. An in-plane field $\mathbf E_\parallel=-\nabla_\parallel\phi$ produces a dipole moment per area

$$\mathbf p=\alpha\mathbf E_\parallel=-\alpha\nabla_\parallel\phi .$$

Here $\alpha$ is a length. Where $\mathbf p$ varies along the sheet, charge accumulates with surface density

$$\sigma=-\nabla_\parallel\cdot\mathbf p=\alpha\nabla_\parallel^2\phi .$$

I define the in-plane Fourier transform by $f(q)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}f(\mathbf r)$, with inverse $\int d^2q\,e^{i\mathbf q\cdot\mathbf r}f(q)/(2\pi)^2$. Each in-plane derivative brings down $i\mathbf q$, so that $\sigma(q)=-\alpha q^2\phi(q)$. The minus sign says that the induced charge opposes the potential that causes it. The factor $q^2$ says that a uniform potential induces nothing.

**Q:** Then solve the problem, and keep the signs visible.

**A:** Away from the sheet, Poisson's equation for one Fourier component is $\phi''=q^2\phi$, where primes are derivatives in $z$. Above the sheet the potential must vanish far away, and at the metal it must vanish at $z=-d$. With $\phi_0$ its value at the sheet,

$$\phi=\phi_0e^{-qz}\quad(z>0),\qquad \phi=\phi_0\frac{\sinh[q(z+d)]}{\sinh(qd)}\quad(-d<z<0).$$

The charge at $z=0$ is the unit charge, whose transform is 1, plus the induced charge $-\alpha q^2\phi_0$. Integrating Poisson's equation across the sheet gives

$$-\varepsilon_t\phi'(0^+)+\varepsilon_b\phi'(0^-)=4\pi(1-\alpha q^2\phi_0).$$

The slopes are $\phi'(0^+)=-q\phi_0$ and $\phi'(0^-)=q\coth(qd)\,\phi_0$. Both terms on the left are therefore positive:

$$[\varepsilon_tq+\varepsilon_bq\coth(qd)]\phi_0=4\pi-4\pi\alpha q^2\phi_0 .$$

I move the last term to the left and define the screening length $r_0=2\pi\alpha$, so that $4\pi\alpha=2r_0$. Since $\phi_0$ is the transform of $W(r)$,

$$W(q)=\frac{4\pi}{\varepsilon_tq+\varepsilon_bq\coth(qd)+2r_0q^2}. \tag{1}$$

The three terms of the denominator belong to the space above, the spacer with its metal, and the sheet. They add because all three respond to the same potential $\phi_0$.

A direct finite-element solution of the layered equation was compared with (1) for $d=2$ nm, $\varepsilon_b=3.9$, $\varepsilon_t=1$ and $r_0=4$ nm. At $q=0.01$, $0.3$ and $3$ nm$^{-1}$ the two agreed within a relative difference of $10^{-4}$.

**Q:** I would trust it more if it gave back something I know. Take away the sheet's polarizability and put vacuum on both sides.

**A:** Then $r_0=0$ and $\varepsilon_t=\varepsilon_b=1$. From $\coth x=(1+e^{-2x})/(1-e^{-2x})$ we have $1+\coth x=2/(1-e^{-2x})$, hence

$$W(q)=\frac{2\pi}{q}\left(1-e^{-2qd}\right).$$

To return to real space we need the inverse transform of $2\pi e^{-qs}/q$ for $s\geq0$. It follows from the potential of a point charge in empty space. That potential has Fourier components $Ae^{-q|z|}$, and the jump of its slope at the charge requires $2qA=4\pi$, so $A=2\pi/q$. At height $s$ the same potential is $1/\sqrt{r^2+s^2}$. Thus

$$\frac{2\pi}{q}e^{-qs}\;\longleftrightarrow\;\frac{1}{\sqrt{r^2+s^2}}, \tag{2}$$

and the interaction is

$$W(r)=\frac1r-\frac1{\sqrt{r^2+4d^2}} .$$

This is the charge and its image of opposite sign at depth $2d$ below it.

**Q:** And if I keep the sheet but move the metal away?

**A:** For $d\to\infty$, $\coth(qd)\to1$. With the mean permittivity $k=(\varepsilon_t+\varepsilon_b)/2$ the denominator becomes $2q(k+r_0q)$. The angular part of the inverse transform gives $2\pi J_0(qr)$, where $J_0$ is the Bessel function, so

$$W_\infty(r)=\int_0^\infty\frac{q\,dq}{2\pi}\,\frac{4\pi J_0(qr)}{2q(k+r_0q)}=\int_0^\infty\frac{J_0(qr)}{k+r_0q}\,dq .$$

Set $c=k/r_0$ and write $1/(q+c)=\int_0^\infty e^{-(q+c)s}ds$. In radial form, (2) says that $\int_0^\infty J_0(qr)e^{-qs}dq=1/\sqrt{r^2+s^2}$. Therefore

$$W_\infty(r)=\frac1{r_0}\int_0^\infty\frac{e^{-cs}}{\sqrt{r^2+s^2}}\,ds=\frac{\pi}{2r_0}\left[H_0(cr)-Y_0(cr)\right]. \tag{3}$$

The second form names the integral through the Struve function $H_0$ and the Bessel function of the second kind $Y_0$. It is the Rytova–Keldysh interaction. The limits follow from the integral itself.

For $r\gg1/c$ the exponential restricts $s$ to values much smaller than $r$. The root is then nearly $r$, and $W_\infty\to1/(r_0cr)=1/(kr)$.

For $r\ll1/c$, integrate by parts, using that the integral of $1/\sqrt{r^2+s^2}$ is $\operatorname{arsinh}(s/r)$:

$$W_\infty=\frac{c}{r_0}\int_0^\infty e^{-cs}\operatorname{arsinh}\frac sr\,ds\simeq\frac{c}{r_0}\int_0^\infty e^{-cs}\ln\frac{2s}{r}\,ds=\frac1{r_0}\left[\ln\frac{2}{cr}-\gamma\right].$$

The last step uses $\int_0^\infty e^{-x}\ln x\,dx=-\gamma$, with Euler's constant $\gamma\simeq0.577$. The isolated monolayer thus weakens the interaction at short distance and leaves a Coulomb tail $1/(kr)$ at long distance, in which $r_0$ does not appear.

**Q:** That is the tail the metal is supposed to cut off. I expect an exponential, as in a plasma. The metal supplies as much screening charge as one could want.

**A:** The long-distance behaviour is decided by $W(q)$ at small $q$, so let us expand it before deciding. From the series of $\cosh x$ and $\sinh x$,

$$x\coth x=\frac{1+x^2/2+\dots}{1+x^2/6+\dots}=1+\frac{x^2}{3}+O(x^4).$$

Hence $\varepsilon_bq\coth(qd)=(\varepsilon_b/d)[1+q^2d^2/3+O(q^4)]$. Take the factor $\varepsilon_b/d$ out of the denominator of (1):

$$W(q)=\frac{4\pi d}{\varepsilon_b}\,\frac{1}{1+aq+\lambda^2q^2+O(q^4)}, \tag{4}$$

$$a=\frac{\varepsilon_td}{\varepsilon_b},\qquad \lambda^2=\frac{d^2}{3}+\frac{2r_0d}{\varepsilon_b}. \tag{5}$$

At $q=0$ this is finite, $W(0)=4\pi d/\varepsilon_b$. Since $W(q=0)=\int d^2r\,W(r)$, the interaction summed over the plane is finite. A $1/r$ tail would make it diverge, so the Coulomb tail is gone. The result is also the potential difference across a plane capacitor carrying unit charge per area.

**Q:** Finite area, therefore short range, therefore exponential.

**A:** The last inference does not hold. A tail $1/r^3$ also has a finite integral over the plane. The term $aq$ decides, because $q=\sqrt{q_x^2+q_y^2}$ has a cusp at the origin, and a cusp in Fourier space gives a power law in real space.

The transforms of powers of $q$ follow from (2). Divide it by $2\pi$ and apply $-\partial/\partial s$ repeatedly. Each application multiplies the left side by $q$:

$$q^{n}e^{-qs}\;\longleftrightarrow\;\frac{1}{2\pi}\left(-\frac{\partial}{\partial s}\right)^{n+1}\frac1{\sqrt{r^2+s^2}} .$$

For $s\ll r$,

$$\frac1{\sqrt{r^2+s^2}}=\frac1r-\frac{s^2}{2r^3}+\frac{3s^4}{8r^5}-\dots$$

At $s=0$ the second derivative is $-1/r^3$, the fourth is $24\cdot3/(8r^5)=9/r^5$, and every odd derivative vanishes. For $r>0$, therefore,

$$q\to-\frac1{2\pi r^3},\qquad q^3\to\frac{9}{2\pi r^5},\qquad q^0,\,q^2,\,q^4\to0. \tag{6}$$

Even powers are polynomials in $q_x$ and $q_y$. They are smooth at the origin and leave no power-law tail.

**Q:** You are transforming a small-$q$ series term by term, although the integral runs over all $q$. Why is that allowed?

**A:** Subtract from $W(q)$ a finite sum of terms $q^ne^{-qs}$, with a fixed $s>0$ and coefficients chosen so that the remainder starts at $q^5$. The subtracted terms have known transforms, and expanding them at large $r$ gives (6) with the coefficients of the original series.

For the remainder, multiplication by $-r^2$ in real space is the Laplacian in $\mathbf q$-space. The Laplacian turns $q^n$ into $n^2q^{n-2}$, so three applications turn $q^5$ into $25\cdot9\cdot1/q=225/q$. This is still integrable in two dimensions. At large $q$ the remainder falls as a power that each Laplacian makes steeper. So $r^6$ times the remainder's transform is bounded, and the remainder falls at least as fast as $1/r^6$. The terms $1/r^3$ and $1/r^5$ are safe.

**Q:** Then give me the tail.

**A:** Let $u=aq+\lambda^2q^2$ and use $1/(1+u)=1-u+u^2-u^3+\dots$. The square contributes $a^2q^2+2a\lambda^2q^3$ and the cube contributes $a^3q^3$, up to third order. Thus

$$W(q)=\frac{4\pi d}{\varepsilon_b}\left[1-aq+(a^2-\lambda^2)q^2+(2a\lambda^2-a^3)q^3+\dots\right].$$

By (6) the linear term gives

$$\frac{4\pi d}{\varepsilon_b}(-a)\left(-\frac{1}{2\pi r^3}\right)=\frac{2ad}{\varepsilon_br^3},$$

and the cubic term gives

$$\frac{4\pi d}{\varepsilon_b}\,(2a\lambda^2-a^3)\,\frac{9}{2\pi r^5}=\frac{2ad}{\varepsilon_br^3}\,\frac{9(2\lambda^2-a^2)}{r^2}.$$

With $a=\varepsilon_td/\varepsilon_b$,

$$W(r)=\frac{2\varepsilon_td^2}{\varepsilon_b^2r^3}\left[1+\frac{9(2\lambda^2-a^2)}{r^2}+\dots\right]. \tag{7}$$

The metal replaces $1/r$ by $1/r^3$. In vacuum without the sheet, the leading term is $2d^2/r^3$, which is also what the image formula gives when $\sqrt{r^2+4d^2}$ is expanded. It is the field of a dipole: the charge and its image have moment $2d$, and the second charge sits at height $d$ above their midpoint, where the dipole potential is $2d\cdot d/r^3$.

**Q:** The polarizability has dropped out of the leading term. That looks suspicious in a formula about a polarizable monolayer.

**A:** The sheet's induced charge is $-\alpha q^2\phi(q)$, which vanishes at $q=0$. Its total is zero: polarization moves charge within the sheet and does not create any. Together with its image it therefore has no net dipole moment normal to the plane, and this moment fixes the leading tail. The polarizability does enter through $\lambda^2$, which together with $a$ sets how far one must go before the leading term suffices.

The claim was tested by numerical transformation of (1) for $d=2$ nm, $\varepsilon_b=3.9$ and $\varepsilon_t=1$. With $r_0=4$ nm and with $r_0=1$ nm, the limit of $r^3W(r)$ agreed with $2\varepsilon_td^2/\varepsilon_b^2$ within a relative difference of $10^{-3}$.

## Second half: the cutoff length, its origin, and a gated monolayer

The second half uses these results. A unit charge lies in a sheet of screening length $r_0=2\pi\alpha$, with permittivity $\varepsilon_t$ above and a spacer $(\varepsilon_b,d)$ over a grounded metal below. Its potential in the sheet is

$$W(q)=\frac{4\pi}{\varepsilon_tq+\varepsilon_bq\coth(qd)+2r_0q^2}\simeq\frac{4\pi d/\varepsilon_b}{1+aq+\lambda^2q^2},$$

where the second form holds for $qd\ll1$, $a=\varepsilon_td/\varepsilon_b$ and $\lambda^2=d^2/3+2r_0d/\varepsilon_b$. At large $r$, $W\to2\varepsilon_td^2/(\varepsilon_b^2r^3)$. Without the metal, the interaction $W_\infty$ tends to $1/(kr)$, with $k=(\varepsilon_t+\varepsilon_b)/2$.

**Q:** A power law has no length in it. You promised a cutoff, so where does the interaction start to fall?

**A:** Consider first a metal so close that the term $aq$ is small when $\lambda q$ is about 1. This requires $a\ll\lambda$. The expansion of the hyperbolic cotangent also requires $d\ll\lambda$. Both hold when $d$ is small enough compared with $r_0$, since $\lambda$ then falls as $\sqrt d$ while $a$ and $d$ fall as $d$. What remains is

$$W(q)\simeq\frac{4\pi d}{\varepsilon_b}\,\frac1{1+\lambda^2q^2}.$$

Let $G(r)$ be the inverse transform of $1/(1+\lambda^2q^2)$. It obeys $(1-\lambda^2\nabla^2)G=\delta(\mathbf r)$. Away from the origin this is $G''+G'/r=G/\lambda^2$, with primes now denoting derivatives in $r$. The solution that decays is the modified Bessel function $K_0(r/\lambda)$. Near the origin $K_0(x)\simeq-\ln x$ plus a constant. Integrating the equation over a small disc gives $-2\pi r\lambda^2G'=1$, and therefore $G=K_0(r/\lambda)/(2\pi\lambda^2)$. So

$$W(r)\simeq\frac{2d}{\varepsilon_b\lambda^2}\,K_0(r/\lambda). \tag{8}$$

For $d\ll r_0/\varepsilon_b$ we have $\lambda\simeq\sqrt{2r_0d/\varepsilon_b}$ and the prefactor becomes $1/r_0$. At $r\ll\lambda$ the interaction is then $(1/r_0)[\ln(2\lambda/r)-\gamma]$. This is the logarithm of the isolated monolayer with its length $r_0/k$ replaced by $\lambda$. Beyond $\lambda$ it falls exponentially until the $1/r^3$ tail, which is small but slower, takes over.

**Q:** How good is (8), and what does it neglect?

**A:** It neglects the term $aq$ and the higher terms in the expansion of $\coth(qd)$. For $d\ll\lambda$ the first matters most, and the relative error at $r$ of order $\lambda$ is of order $a/\lambda$, which scales as $\sqrt d$. When $d$ is comparable with $\lambda$ or larger, the higher terms give an error of their own even if $a$ is negligible. For vacuum on both sides and $r=\lambda$, a numerical transform of the full $W(q)$ differed from (8) by less than 0.5% at $d=10^{-4}r_0$. At $d=10^{-2}r_0$ the difference was between 9 and 11 times larger, as the square root predicts. For $r_0=4$ nm these spacers would be thinner than an atom, so they test the formula and do not describe a device. At $r\gg\lambda$ form (8) fails completely, because it has no power-law tail.

A single metal below the monolayer replaces the Coulomb tail $1/(kr)$ by a $1/r^3$ tail, and when it is very close the interaction first falls exponentially beyond $\lambda$. It remains to see what decides between the exponential and the power law, what happens at short distance, and what the model gives for a real gated monolayer.
